# Dispersive Shift of a Two-Level Atom and a Transmon: verification in Python

```python
"""Dispersive shift of a resonator coupled to a two-level atom or a transmon.

Result under test: chi = g^2/Delta for two levels, and
chi = -g^2 Ec/(Delta (Delta-Ec)) for levels 0, wq, 2wq-Ec with couplings
g and sqrt(2) g.  Delta = wq - wr; wr, wq: resonator and qubit frequency.
chi = half of (resonator frequency in state 1 minus that in state 0).
Ec, EJ: charging and Josephson energies as frequencies.
All frequencies are ordinary frequencies (angular / 2 pi) in GHz.
"""
import numpy as np
from scipy import constants


def build(levels, couplings, wr, nph):
    """Bare Hamiltonian, coupling, photon operator and raising operators."""
    nlev = len(levels)
    a = np.diag(np.sqrt(np.arange(1, nph)), 1)
    h0 = np.kron(np.diag(levels), np.eye(nph))
    h0 = h0 + wr * np.kron(np.eye(nlev), a.T @ a)
    raising = []
    for j in range(nlev - 1):
        up = np.zeros((nlev, nlev))
        up[j + 1, j] = 1.0
        raising.append(np.kron(up, a))
    v = sum(c * (x + x.T) for c, x in zip(couplings, raising))
    return h0, v, a, raising


def dressed(levels, couplings, wr, nph=6):
    """Resonator frequency in states 0 and 1, and dressed qubit frequency."""
    h0, v, _, _ = build(levels, couplings, wr, nph)
    energy, vec = np.linalg.eigh(h0 + v)

    def find(level, photons):
        weight = vec[level * nph + photons] ** 2
        k = int(np.argmax(weight))
        assert weight[k] > 0.5
        return energy[k]

    e00, e01, e10, e11 = find(0, 0), find(0, 1), find(1, 0), find(1, 1)
    return e01 - e00, e11 - e10, e10 - e00


def ladder(wq, ec, g):
    return [0.0, wq, 2 * wq - ec], [g, np.sqrt(2) * g]


def half_difference(result):
    return 0.5 * (result[1] - result[0])


def chi_two(g, delta):
    return g**2 / delta


def chi_transmon(g, delta, ec):
    return -g**2 * ec / (delta * (delta - ec))


def next_order(g, delta, ec):
    return -2 * g**2 * (1 / delta**2 + 1 / (delta - ec) ** 2)


# Example parameters
Ec, EJ, wr, g = 0.25, 12.5, 6.0, 0.1
wp = np.sqrt(8 * EJ * Ec)
wq = wp - Ec
delta = wq - wr

# Two-level atom: diagonalization against second order and its correction
for d in (-1.25, 0.8):
    gs = 0.02
    exact = half_difference(dressed([0.0, wr + d], [gs], wr))
    deviation = exact / chi_two(gs, d) - 1
    assert abs(deviation / (-2 * gs**2 / d**2) - 1) < 0.02

# Transmon: below resonance, above it, and in the straddling range
for d, gs in ((-1.25, 0.02), (1.0, 0.01), (0.075, 0.001)):
    res = dressed(*ladder(wr + d, Ec, gs), wr)
    deviation = half_difference(res) / chi_transmon(gs, d, Ec) - 1
    assert abs(deviation / next_order(gs, d, Ec) - 1) < 0.02
    small = 10 * gs**4 / min(abs(d), abs(d - Ec)) ** 3
    assert abs(res[0] - (wr - gs**2 / d)) < small
    assert abs(0.5 * (res[0] + res[1]) - (wr - gs**2 / (d - Ec))) < small
    assert abs(res[2] - (wr + d + gs**2 / d)) < small
straddling = half_difference(dressed(*ladder(wr + 0.075, Ec, 0.001), wr))
assert straddling > 0

# Limits of zero and of very large anharmonicity
harmonic = half_difference(dressed(*ladder(wq, 0.0, g), wr))
assert abs(harmonic) < 1e-12
big = half_difference(dressed(*ladder(wq, 1e4, g), wr))
two_exact = half_difference(dressed([0.0, wq], [g], wr))
assert abs(big / two_exact - 1) < 1e-3

# Operator identities, compared away from the photon cutoff
nph = 9
levels, couplings = ladder(wq, Ec, g)
h0, v, a, raising = build(levels, couplings, wr, nph)
det = [levels[j + 1] - levels[j] - wr for j in range(2)]
S = sum(c / d * (x - x.T) for c, d, x in zip(couplings, det, raising))
assert np.allclose(S @ h0 - h0 @ S, -v, atol=1e-11)
second = 0.5 * (S @ v - v @ S)
number = a.T @ a
expected = np.zeros_like(second)
for j in range(2):
    low, high = np.zeros((3, 3)), np.zeros((3, 3))
    low[j, j], high[j + 1, j + 1] = 1.0, 1.0
    shift = couplings[j] ** 2 / det[j]
    expected += shift * (np.kron(high, number + np.eye(nph))
                         - np.kron(low, number))
jump = np.zeros((3, 3))
jump[2, 0] = 1.0
pair = np.kron(jump, a @ a)
expected -= chi_transmon(g, delta, Ec) / np.sqrt(2) * (pair + pair.T)
keep = [l * nph + n for l in range(3) for n in range(nph - 2)]
assert np.allclose(second[np.ix_(keep, keep)],
                   expected[np.ix_(keep, keep)], atol=1e-12)

# Splitting of |0,2> and |2,0> at the two-photon resonance
g_pair, d_pair = 0.001, Ec / 2
h0, v, _, _ = build(*ladder(wr + d_pair, Ec, g_pair), wr, 6)
block = [0 * 6 + 2, 1 * 6 + 1, 2 * 6 + 0]
pair_energy = np.linalg.eigvalsh((h0 + v)[np.ix_(block, block)])
gap = pair_energy[1] - pair_energy[0]
gap_formula = 2 * abs(chi_transmon(g_pair, d_pair, Ec))
assert abs(gap / gap_formula - 1) < 1e-3


def circuit(ratio, ncut=60):
    """Cosine circuit with Ec = 1, EJ = ratio, resonator 5 Ec above qubit."""
    charge = np.arange(-ncut, ncut + 1)
    size = len(charge)
    h = np.diag(4.0 * charge**2)
    h -= 0.5 * ratio * (np.eye(size, k=1) + np.eye(size, k=-1))
    e, u = np.linalg.eigh(h)
    e, u = e[:12], u[:, :12]
    n = u.T @ (charge[:, None] * u)
    anh = (e[1] - e[0]) - (e[2] - e[1])
    strength = (n[2, 1] / n[1, 0]) ** 2
    d = -5.0
    res = e[1] - e[0] - d
    pull = []
    for j in (0, 1):
        gap_j = e[j] - e
        weight = (n[j] / n[1, 0]) ** 2
        pull.append(np.sum(weight * (1 / (gap_j + res) + 1 / (gap_j - res))))
    chi = 0.5 * (pull[1] - pull[0])
    return (anh, strength, chi / chi_transmon(1.0, d, 1.0),
            chi / chi_transmon(1.0, d, anh), np.sqrt(8 * ratio))


scan = {r: circuit(r) for r in (50, 800, 12800)}
anh, strength, rel, rel_own, plasma = scan[12800]
assert abs(anh - 1) < 0.01
assert abs((1 - strength / 2) * plasma - 1) < 0.05
assert abs((rel_own - 1) * plasma / 5 - 1) < 0.10
for col, target in ((0, 1.0), (1, 2.0), (2, 1.0), (3, 1.0)):
    errors = [abs(scan[r][col] - target) for r in (50, 800, 12800)]
    assert errors[0] > errors[1] > errors[2]

# Worked example
res = dressed(*ladder(wq, Ec, g), wr)
chi2, chi3 = chi_two(g, delta), chi_transmon(g, delta, Ec)
exact3 = half_difference(res)
print(f"Ec/2pi = {Ec:.3f} GHz, EJ/2pi = {EJ:.3f} GHz")
print(f"wr/2pi = {wr:.3f} GHz, g/2pi = {g:.3f} GHz")
print(f"plasma frequency wp/2pi = {wp:.4f} GHz")
print(f"qubit frequency wq/2pi = {wq:.4f} GHz")
print(f"Delta/2pi = {delta:.4f} GHz")
print(f"(Delta-Ec)/2pi = {delta - Ec:.4f} GHz")
print(f"|g/Delta| = {abs(g / delta):.4f} (no unit)")
print(f"chi_0/2pi = {1e3 * g**2 / delta:.4f} MHz")
print(f"chi_1/2pi = {1e3 * 2 * g**2 / (delta - Ec):.4f} MHz")
print(f"two-level chi/2pi, formula = {1e3 * chi2:.4f} MHz")
print(f"two-level chi/2pi, diagonalized = {1e3 * two_exact:.4f} MHz")
print(f"transmon chi/2pi, formula = {1e3 * chi3:.4f} MHz")
print(f"transmon chi/2pi, diagonalized = {1e3 * exact3:.4f} MHz")
print(f"transmon/two-level chi, formulas = {chi3 / chi2:.4f} (no unit)")
print(f"relative deviation, diagonalized = {100 * (exact3 / chi3 - 1):.3f} %")
print(f"relative deviation, next order = "
      f"{100 * next_order(g, delta, Ec):.3f} %")
print(f"resonator, state 0, formula = {wr - g**2 / delta:.6f} GHz")
print(f"resonator, state 0, diagonalized = {res[0]:.6f} GHz")
f1 = wr + g**2 / delta - 2 * g**2 / (delta - Ec)
print(f"resonator, state 1, formula = {f1:.6f} GHz")
print(f"resonator, state 1, diagonalized = {res[1]:.6f} GHz")
print(f"dressed qubit, formula = {wq + g**2 / delta:.6f} GHz")
print(f"dressed qubit, diagonalized = {res[2]:.6f} GHz")
energy_nev = constants.h * chi3 * 1e9 / constants.e * 1e9
print(f"transmon hbar*chi, formula = {energy_nev:.4f} neV")
print(f"straddling case: Delta/2pi = 75 MHz, g/2pi = 1 MHz, "
      f"chi/2pi = {1e6 * straddling:.3f} kHz")
print(f"two-photon resonance: Delta/2pi = {1e3 * d_pair:.0f} MHz, "
      f"g/2pi = {1e3 * g_pair:.0f} MHz")
print(f"  splitting diagonalized = {1e6 * gap:.3f} kHz, "
      f"2|chi|/2pi = {1e6 * gap_formula:.3f} kHz")
print("Cosine circuit with Delta = -5 Ec (ratios, no unit):")
for r, (anh, strength, rel, rel_own, plasma) in scan.items():
    print(f"EJ/Ec = {r}: wp/Ec = {plasma:.1f}, anharmonicity/Ec = {anh:.4f}, "
          f"(g1/g0)^2 = {strength:.4f}")
    print(f"  circuit chi / formula with Ec = {rel:.4f}, "
          f"with own anharmonicity = {rel_own:.4f}")
print("verified")
```

Running it gives:

```
Ec/2pi = 0.250 GHz, EJ/2pi = 12.500 GHz
wr/2pi = 6.000 GHz, g/2pi = 0.100 GHz
plasma frequency wp/2pi = 5.0000 GHz
qubit frequency wq/2pi = 4.7500 GHz
Delta/2pi = -1.2500 GHz
(Delta-Ec)/2pi = -1.5000 GHz
|g/Delta| = 0.0800 (no unit)
chi_0/2pi = -8.0000 MHz
chi_1/2pi = -13.3333 MHz
two-level chi/2pi, formula = -8.0000 MHz
two-level chi/2pi, diagonalized = -7.9001 MHz
transmon chi/2pi, formula = -1.3333 MHz
transmon chi/2pi, diagonalized = -1.3050 MHz
transmon/two-level chi, formulas = 0.1667 (no unit)
relative deviation, diagonalized = -2.122 %
relative deviation, next order = -2.169 %
resonator, state 0, formula = 6.008000 GHz
resonator, state 0, diagonalized = 6.007949 GHz
resonator, state 1, formula = 6.005333 GHz
resonator, state 1, diagonalized = 6.005339 GHz
dressed qubit, formula = 4.742000 GHz
dressed qubit, diagonalized = 4.742051 GHz
transmon hbar*chi, formula = -5.5142 neV
straddling case: Delta/2pi = 75 MHz, g/2pi = 1 MHz, chi/2pi = 19.040 kHz
two-photon resonance: Delta/2pi = 125 MHz, g/2pi = 1 MHz
  splitting diagonalized = 31.992 kHz, 2|chi|/2pi = 32.000 kHz
Cosine circuit with Delta = -5 Ec (ratios, no unit):
EJ/Ec = 50: wp/Ec = 20.0, anharmonicity/Ec = 1.1492, (g1/g0)^2 = 1.8769
  circuit chi / formula with Ec = 1.4009, with own anharmonicity = 1.2493
EJ/Ec = 800: wp/Ec = 80.0, anharmonicity/Ec = 1.0298, (g1/g0)^2 = 1.9739
  circuit chi / formula with Ec = 1.0885, with own anharmonicity = 1.0623
EJ/Ec = 12800: wp/Ec = 320.0, anharmonicity/Ec = 1.0071, (g1/g0)^2 = 1.9937
  circuit chi / formula with Ec = 1.0216, with own anharmonicity = 1.0156
verified
```
